# Charged Fixed Points of the Abelian Higgs Model Near Four Dimensions: test program

```python
# Result under test: the abelian Higgs model with N complex scalars in
# d = 4 - eps has a one-loop fixed point with nonzero charge and real quartic
# coupling only for N >= 90 + 24 sqrt(15) = 182.95.
# Lagrangian: |(d - i e A) phi|^2 + lam (phi^+ phi)^2 + F^2/4, hbar = c = 1.
# alpha = e^2/(8 pi^2), g = lam/(8 pi^2), both made dimensionless with mu.
# Scaled variables: x = alpha/eps, y = g/eps, tau = eps ln(mu0/mu).
# Flow: dx/dlnmu = -x + N x^2/3,
#       dy/dlnmu = -y + 2(N+4) y^2 - 6 x y + 3 x^2   (lnmu in units 1/eps).
# xi is the covariant gauge parameter (xi = 0: Landau gauge).
import numpy as np
from scipy.integrate import quad, solve_ivp

# ---------- loop coefficients from diagrams and fluctuation matrices ----------
n_ang = 60
theta = np.arange(1, n_ang + 1) * np.pi / (n_ang + 1)
weight = 2.0 / (n_ang + 1) * np.sin(theta) ** 2  # average over directions in 4D


def polarization_log(p=1000.0):
    """Log coefficient of the transverse scalar bubble, external momentum 1."""
    pk = p * np.cos(theta)
    den = (p * p + 0.25 + pk) * (p * p + 0.25 - pk)
    px2 = p * p * np.sin(theta) ** 2 / 3.0
    bubble = -np.sum(weight * 4 * px2 / den)
    bubble_zero = -np.sum(weight * 4 * px2) / p ** 4
    return (bubble - bubble_zero) * p ** 4


def self_energy_log(xi, p=1000.0):
    """z in Z = 1 - z alpha ln(Lambda/mu), external momentum 1."""
    pk = p * np.cos(theta)
    vertex2 = 4 + 4 * pk + p * p               # (2k+p)^2
    vertex_long = (2 * pk + p * p) ** 2 / p ** 2
    numerator = vertex2 - (1 - xi) * vertex_long
    value = np.sum(weight * numerator / (p * p * (1 + 2 * pk + p * p)))
    return (value - xi / p ** 2) * p ** 4


def potential(fields):
    """(phi^+ phi)^2 for rows of 2N real components, unit coupling."""
    return 0.25 * np.sum(fields ** 2, axis=1) ** 2


hessian_store = {}


def potential_hessian(N):
    """Second derivatives at background h = 1 by central differences."""
    if N not in hessian_store:
        size, s = 2 * N, 5e-4
        unit = np.eye(size)
        base = unit[0]
        hess = np.zeros((size, size))
        for i in range(size):
            up, down = base + s * unit[i], base - s * unit[i]
            hess[i] = (potential(up + s * unit) - potential(up - s * unit)
                       - potential(down + s * unit)
                       + potential(down - s * unit)) / (4 * s * s)
        hessian_store[N] = hess
    return hessian_store[N]


direction = np.array([0.3, -0.5, 0.7, 0.2])
direction /= np.linalg.norm(direction)


def loop_beta(N, g, alpha, xi):
    """One-loop part of dg/dlnmu from the log determinant and Z."""
    size = 4 + 2 * N
    inv0 = np.eye(size, dtype=complex)
    inv0[:4, :4] += (xi - 1) * np.outer(direction, direction)
    second = np.zeros((size, size), dtype=complex)
    second[:4, :4] = alpha * np.eye(4)
    second[4:, 4:] = g * potential_hessian(N)
    first = np.zeros((size, size), dtype=complex)
    first[:4, 5] = -1j * np.sqrt(alpha) * direction
    first[5, :4] = 1j * np.sqrt(alpha) * direction
    X1, X2 = inv0 @ first, inv0 @ second
    X11 = X1 @ X1
    c4 = (-0.5 * np.trace(X2 @ X2) + np.trace(X11 @ X2)
          - 0.25 * np.trace(X11 @ X11)).real
    return -2 * c4 - 2 * self_energy_log(xi) * alpha * g


def loop_coefficients(N, xi=0.0):
    """Coefficients of g^2, alpha g and alpha^2."""
    gg = loop_beta(N, 1.0, 0.0, xi)
    aa = loop_beta(N, 0.0, 1.0, xi)
    return gg, loop_beta(N, 1.0, 1.0, xi) - gg - aa, aa


# Charge flow: Landau-level sum against the Feynman diagram and 1/3
field_s = 0.01
levels = np.arange(5000)
heat_ratio = 2 * field_s * np.sum(np.exp(-(2 * levels + 1) * field_s))
landau_coefficient = (1 - heat_ratio) / field_s ** 2
charge_coefficient = polarization_log()
assert abs(landau_coefficient - 1 / 6) < 1e-4    # next term is of order x^2
assert abs(charge_coefficient - 2 * landau_coefficient) < 1e-4
assert abs(charge_coefficient - 1 / 3) < 1e-5

# Quartic flow: three gauges, several N
for N in (1, 2, 183):
    for xi in (0.0, 1.0, 3.0):
        found = np.array(loop_coefficients(N, xi))
        derived = np.array([2 * (N + 4), -6.0, 3.0])
        assert np.allclose(found, derived, rtol=2e-5, atol=2e-5), (N, xi, found)
for xi in (0.0, 1.0, 3.0):
    assert abs(self_energy_log(xi) - (3 - xi)) < 1e-4


# ---------- fixed points directly from the computed loop coefficients ----------
def loop_roots(N, keep_mixed=True, keep_gauge=True):
    gg, mixed, aa = loop_coefficients(N)
    x = 1 / (N * charge_coefficient)
    return np.roots([gg, -1 + keep_mixed * mixed * x, keep_gauge * aa * x * x])


def all_real(roots):
    return bool(np.all(np.abs(np.imag(roots)) < 1e-12))


def D(N):
    return N * N - 180 * N - 540


def y_fixed(N, sign):
    return (N + 18 + sign * np.sqrt(D(N))) / (4 * N * (N + 4))


N_c = 90 + 24 * np.sqrt(15)
N_no_mixed = 108 + np.sqrt(12528)
assert not all_real(loop_roots(182)) and all_real(loop_roots(183))
assert 182 < N_c < 183
roots183 = np.sort(loop_roots(183).real)
assert np.allclose(roots183, [y_fixed(183, -1), y_fixed(183, 1)], rtol=1e-3)
assert not all_real(loop_roots(219, keep_mixed=False))
assert all_real(loop_roots(220, keep_mixed=False)) and 219 < N_no_mixed < 220
for N in (1, 2, 182):
    assert all_real(loop_roots(N, keep_gauge=False))
charged = [N for N in range(1, 1001) if all_real(
    np.roots([2 * (N + 4), -1 - 18 / N, 27 / N ** 2]))]
assert charged == list(range(183, 1001))


# ---------- stability, passage time and integrated flows ----------
def beta(v, N):
    x, y = v
    return np.array([-x + N * x * x / 3,
                     -y + 2 * (N + 4) * y * y - 6 * x * y + 3 * x * x])


def eigenvalues(N, sign):
    point = np.array([3 / N, y_fixed(N, sign)])
    step = 1e-5
    columns = [(beta(point + step * u, N) - beta(point - step * u, N))
               / (2 * step) for u in np.eye(2)]
    return np.sort(np.linalg.eigvals(np.array(columns).T).real)


for N in (183, 200, 400):
    for sign in (-1, 1):
        expected = np.sort([1.0, sign * np.sqrt(D(N)) / N])
        assert np.allclose(eigenvalues(N, sign), expected, atol=1e-7)


def passage_time(N):
    """Integral of dy/beta_y over all y at the fixed-point charge."""
    def integrand(v):
        return 1 / ((N + 4) * beta((3 / N, v / (N + 4)), N)[1])
    middle = (1 + 18 / N) / 4
    return (quad(integrand, -np.inf, middle, epsabs=1e-9, limit=400)[0]
            + quad(integrand, middle, np.inf, epsabs=1e-9, limit=400)[0])


passage = {}
for N in (1, 100, 182):
    passage[N] = passage_time(N)
    assert abs(passage[N] / (2 * np.pi * N / np.sqrt(-D(N))) - 1) < 1e-6


def run(N, x0, y0, tau_max=2500.0):
    """Flow to the infrared; stops where the quartic coupling changes sign."""
    def crossing(tau, v):
        return v[1]
    crossing.terminal = True
    sol = solve_ivp(lambda tau, v: -beta(v, N), (0, tau_max), [x0, y0],
                    rtol=1e-9, atol=1e-13, events=crossing)
    assert sol.success
    time = sol.t_events[0][0] if len(sol.t_events[0]) else None
    return time, sol.y[:, -1]


def start(N):
    return 0.01 * 3 / N, 1 / (2 * (N + 4))


time1, end1 = run(1, *start(1))
time182, end182 = run(182, *start(182))
time183, end183 = run(183, *start(183))
assert time1 is not None and time182 is not None and time183 is None
assert np.allclose(end183, [3 / 183, y_fixed(183, 1)], rtol=1e-5)
y_below = 0.99 * y_fixed(183, -1)
time_below, end_below = run(183, 3 / 183, y_below)
assert time_below is not None

# ---------- printed numbers ----------
eps = 0.01
e2_star = 8 * np.pi ** 2 * eps * 3 / 183
lam_plus = 8 * np.pi ** 2 * eps * y_fixed(183, 1)
lam_minus = 8 * np.pi ** 2 * eps * y_fixed(183, -1)
coef = loop_coefficients(183)
print("All numbers are dimensionless; tau = eps ln(mu0/mu)")
print(f"Landau-level coefficient of -x^2: {landau_coefficient:.6f}")
print(f"Charge-loop coefficient per scalar: {charge_coefficient:.6f}")
for xi in (0.0, 1.0, 3.0):
    print(f"Self-energy coefficient z, gauge xi={xi:.0f}: "
          f"{self_energy_log(xi):.5f}")
print(f"N=183 loop coefficient of g^2: {coef[0]:.4f}")
print(f"N=183 loop coefficient of alpha g: {coef[1]:.4f}")
print(f"N=183 loop coefficient of alpha^2: {coef[2]:.4f}")
print(f"Threshold N_c: {N_c:.4f}")
print(f"Smallest integer N with charged fixed point: {charged[0]}")
print(f"Threshold without e^2 lambda term: {N_no_mixed:.4f}")
for N in (1, 182, 183):
    print(f"N={N}: D = {D(N)}, alpha*/eps = {3 / N:.6f}")
root182 = loop_roots(182)[0]
print(f"N=182 complex root g/eps: {root182.real:.6f} "
      f"+/- {abs(root182.imag):.6f} i")
print(f"N=183 g_plus/eps: {y_fixed(183, 1):.7f}")
print(f"N=183 g_minus/eps: {y_fixed(183, -1):.7f}")
print(f"N=183 eigenvalues/eps at g_plus: {eigenvalues(183, 1)[0]:.6f}, "
      f"{eigenvalues(183, 1)[1]:.6f}")
print(f"N=183 eigenvalues/eps at g_minus: {eigenvalues(183, -1)[0]:.6f}, "
      f"{eigenvalues(183, -1)[1]:.6f}")
for N in (1, 100, 182):
    print(f"N={N} full passage time tau at alpha*: {passage[N]:.4f}")
for N in (1, 182, 183):
    print(f"N={N} start alpha/eps, g/eps: {start(N)[0]:.7f}, "
          f"{start(N)[1]:.7f}")
print(f"N=1 tau where g changes sign: {time1:.4f}")
print(f"N=182 tau where g changes sign: {time182:.4f}")
print(f"N=183 end of flow at tau=2500, alpha/eps, g/eps: "
      f"{end183[0]:.7f}, {end183[1]:.7f}")
print(f"N=183 start at alpha*, g = 0.99 g_minus, g/eps: {y_below:.7f}")
print(f"N=183 tau where g changes sign from that start: {time_below:.4f}")
print(f"Chosen eps for coupling values: {eps}")
print(f"N=183 e*^2 (rationalized): {e2_star:.6f}")
print(f"N=183 e*^2/(4 pi) (Gaussian e^2/hbar c): {e2_star / (4*np.pi):.7f}")
print(f"N=183 lambda_plus: {lam_plus:.7f}")
print(f"N=183 lambda_minus: {lam_minus:.7f}")
print(f"N=182 ln(mu0/mu) at sign change for this eps: {time182 / eps:.1f}")
print("verified")
```

It prints:

```
All numbers are dimensionless; tau = eps ln(mu0/mu)
Landau-level coefficient of -x^2: 0.166665
Charge-loop coefficient per scalar: 0.333333
Self-energy coefficient z, gauge xi=0: 3.00000
Self-energy coefficient z, gauge xi=1: 2.00000
Self-energy coefficient z, gauge xi=3: 0.00000
N=183 loop coefficient of g^2: 374.0004
N=183 loop coefficient of alpha g: -6.0000
N=183 loop coefficient of alpha^2: 3.0000
Threshold N_c: 182.9516
Smallest integer N with charged fixed point: 183
Threshold without e^2 lambda term: 219.9285
N=1: D = -719, alpha*/eps = 3.000000
N=182: D = -176, alpha*/eps = 0.016484
N=183: D = 9, alpha*/eps = 0.016393
N=182 complex root g/eps: 0.001477 +/- 0.000098 i
N=183 g_plus/eps: 0.0014903
N=183 g_minus/eps: 0.0014465
N=183 eigenvalues/eps at g_plus: 0.016393, 1.000000
N=183 eigenvalues/eps at g_minus: -0.016393, 1.000000
N=1 full passage time tau at alpha*: 0.2343
N=100 full passage time tau at alpha*: 6.7991
N=182 full passage time tau at alpha*: 86.1976
N=1 start alpha/eps, g/eps: 0.0300000, 0.1000000
N=182 start alpha/eps, g/eps: 0.0001648, 0.0026882
N=183 start alpha/eps, g/eps: 0.0001639, 0.0026738
N=1 tau where g changes sign: 2.8585
N=182 tau where g changes sign: 88.9753
N=183 end of flow at tau=2500, alpha/eps, g/eps: 0.0163934, 0.0014903
N=183 start at alpha*, g = 0.99 g_minus, g/eps: 0.0014320
N=183 tau where g changes sign from that start: 83.2033
Chosen eps for coupling values: 0.01
N=183 e*^2 (rationalized): 0.012944
N=183 e*^2/(4 pi) (Gaussian e^2/hbar c): 0.0010300
N=183 lambda_plus: 0.0011767
N=183 lambda_minus: 0.0011421
N=182 ln(mu0/mu) at sign change for this eps: 8897.5
verified
```
